\section*{Knudsen Diffusivity of a Long Tube from Its Free-Molecular Conductance}

\section{What is being matched}

\textbf{Q:} In a hole 100 nm wide at plasma-processing pressures, molecules hit the wall far more often than they hit each other. In a dense gas, diffusion is governed by collisions between molecules. What could a diffusion coefficient mean here?

\textbf{A:} The wall does the scattering. Take a straight circular tube of diameter $d$, cross-section $A=\pi d^2/4$ and length $L\gg d$, with the $z$ axis along it. Let $n$ be the number density and $J$ the number of molecules per second crossing a section towards $+z$. Two descriptions of the same steady flow are
\begin{equation}
J=C\,(n_1-n_2),\qquad J=-D_K A\,\frac{dn}{dz},
\label{two}
\end{equation}
where $n_1$ and $n_2$ are the densities in the reservoirs at $z=0$ and $z=L$. The conductance $C$ is a volume per time. If the density falls linearly, $dn/dz=-(n_1-n_2)/L$, and equating the two currents gives
\begin{equation}
D_K=\frac{CL}{A}.
\label{match}
\end{equation}
This is useful if $CL$ tends to a constant for long tubes, so that $D_K$ belongs to the tube's cross-section and not to its length.

\textbf{Q:} Then everything rests on $C$. I will not accept it from a table.

\textbf{A:} It can be computed from four assumptions: the mean free path greatly exceeds $d$; gas and wall share one temperature $T$; in steady state the wall returns every molecule it receives; and returned molecules leave by the cosine law, with no memory of their arrival.

\section{What the wall emits}

\textbf{Q:} Start with the wall flux. Where does its factor of one quarter come from?

\textbf{A:} From the directions. In a uniform gas they are isotropic, so with $\alpha$ the angle to the surface normal the flux on one side is
\begin{equation}
\Gamma=n\bar v\int_0^{\pi/2}\cos\alpha\,\frac{2\pi\sin\alpha\,d\alpha}{4\pi}
=\frac{n\bar v}{2}\cdot\frac12=\frac{n\bar v}{4}.
\end{equation}
For molecules of mass $m$, the Maxwell distribution and $\int_0^\infty v^3e^{-bv^2}dv=1/(2b^2)$ with $b=m/(2kT)$ give
\begin{equation}
\bar v=4\pi\left(\frac{m}{2\pi kT}\right)^{3/2}\frac{1}{2b^2}
=8\pi\left(\frac{m}{2\pi kT}\right)^{3/2}\left(\frac{kT}{m}\right)^2
=\sqrt{\frac{8kT}{\pi m}}.
\end{equation}

Now label each wall element by the density $n_w$ for which its emitted flux is $n_w\bar v/4$. The normalized cosine law is $\cos\alpha/\pi$ per solid angle, since $\int\cos\alpha\,d\Omega=\pi$ over a hemisphere. The emission per area and solid angle is therefore $n_w\bar v\cos\alpha/(4\pi)$. Divided by the projected area factor $\cos\alpha$, it is
\begin{equation}
B=\frac{n_w\bar v}{4\pi}.
\end{equation}

\textbf{Q:} That is the strength at the wall. I need it at a section somewhere inside the tube.

\textbf{A:} It is the same along a ray. Between small areas $dA_1$ and $dA_2$ a distance $s$ apart, the rate is
\begin{equation}
B\,dA_1\cos\alpha_1\,\frac{dA_2\cos\alpha_2}{s^2}
=B\,dA_2\cos\alpha_2\,\frac{dA_1\cos\alpha_1}{s^2}.
\end{equation}
The last fraction is the solid angle of the source seen from the receiver. The receiver thus sees the same $B$ per projected area and solid angle. To find the current, trace every ray back to the wall and read $n_w$ there.

\section{The current through a section}

\textbf{Q:} You still have to know the density along the wall. Is the straight line an assumption?

\textbf{A:} It is a trial solution that can be checked. In an endless tube put $n_w(z)=n_0+gz$. Let $\theta$ be the angle between a molecule's velocity and $+z$, and $\rho$ the distance back to the wall, projected on the cross-section. The molecule left the wall at
\begin{equation}
z_w=z-\rho\cot\theta .
\label{origin}
\end{equation}
At a wall point, the incident flux is
\begin{equation}
\frac{\bar v}{4\pi}\int[n_0+g(z-\rho\cot\theta)]\cos\alpha\,d\Omega
=\frac{\bar v}{4}(n_0+gz).
\end{equation}
The $\cot\theta$ term cancels between $\theta$ and $\pi-\theta$, because $\rho$ and $\cos\alpha$ are equal for the two directions. Arrival balances emission at every $z$, so the line is a steady solution. The gas density is $\int n_w(z_w)\,d\Omega/(4\pi)$, because the flux-weighted mean of $1/v$ is $1/\bar v$. By the same cancellation it equals $n_0+gz$ over the whole section, so $n$ and $n_w$ agree.

\textbf{Q:} If arrivals balance departures everywhere, why is there a current?

\textbf{A:} Molecules crossing a section upwards come from below it, and those crossing downwards come from above. With a gradient, these two supplies differ. Place the section at $z=0$. The crossing rate carries a factor $\cos\theta$, and $d\Omega=\sin\theta\,d\theta\,d\varphi$:
\begin{align}
J&=\frac{\bar v}{4\pi}\int dA\int d\varphi\int_0^\pi
(n_0-g\rho\cot\theta)\cos\theta\sin\theta\,d\theta \nonumber\\
&=-\frac{g\bar v}{4\pi}\left[\int dA\int_0^{2\pi}\rho\,d\varphi\right]
\left[\int_0^\pi\cos^2\theta\,d\theta\right].
\label{current}
\end{align}
The $n_0$ term vanishes since $\int_0^\pi\cos\theta\sin\theta\,d\theta=0$. In the other term, $\cot\theta\cos\theta\sin\theta=\cos^2\theta$, whose integral is $\pi/2$.

\textbf{Q:} The first bracket looks awkward: $\rho$ depends on both position and direction.

\textbf{A:} Fix the direction $\varphi$ first, and cut the disc into chords parallel to it. A chord at distance $y$ from the centre has length $c=2\sqrt{a^2-y^2}$, with $a=d/2$. Along it, $\rho$ runs from $0$ to $c$, so
\begin{align}
\int\rho\,dA&=\int_{-a}^{a}dy\int_0^c\rho\,d\rho
=\int_{-a}^{a}\frac{c^2}{2}\,dy \nonumber\\
&=2\int_{-a}^{a}(a^2-y^2)\,dy
=2\left(2a^3-\frac{2a^3}{3}\right)=\frac{8a^3}{3}=\frac{d^3}{3}.
\label{chord}
\end{align}
Every $\varphi$ gives the same value, so the bracket is $2\pi d^3/3$. Hence
\begin{equation}
J=-\frac{g\bar v}{4\pi}\cdot\frac{2\pi d^3}{3}\cdot\frac{\pi}{2}
=-\frac{\pi d^3\bar v}{12}\,g .
\label{J}
\end{equation}
The minus sign says that molecules flow towards lower density. Direct numerical integration over the rays, with $d=\bar v=1$, gives a magnitude of 0.26180 per unit gradient, equal to $\pi/12$ to the digits shown.

\section{The match}

\textbf{Q:} Now finish the calculation.

\textbf{A:} For a long tube, $g=-(n_1-n_2)/L$ up to end corrections. Equations (\ref{two}), (\ref{match}) and (\ref{J}) give
\begin{equation}
C=\frac{\pi d^3\bar v}{12L},\qquad
D_K=\frac{CL}{A}=\frac{\pi d^3\bar v}{12}\cdot\frac{4}{\pi d^2}
=\frac{d\bar v}{3}.
\label{result}
\end{equation}
The length has cancelled. One power of $d$ remains because a wider tube allows longer flights between wall contacts. Dividing $C$ by the aperture conductance $A\bar v/4=\pi d^2\bar v/16$ gives the probability that a molecule entering one end leaves through the other:
\begin{equation}
W\simeq\frac{\pi d^3\bar v}{12L}\cdot\frac{16}{\pi d^2\bar v}
=\frac{4d}{3L}.
\label{W}
\end{equation}

\textbf{Q:} You matched a steady current. Does the same coefficient describe molecules spreading out in time?

\textbf{A:} It does in the limit of very many flights, if time spent adsorbed is negligible. The approach is slow because long axial flights take time to complete: for molecules released from the wall, $\langle z^2\rangle/2t$ is still about 19\% below its limit after 10 mean flight times and about 5\% below after 100. Follow one molecule from wall to wall. Let $\varphi$ now be measured in the cross-section from the inward normal. Then $\cos\alpha=\sin\theta\cos\varphi$, and the probability of a direction is $\sin^2\theta\cos\varphi\,d\theta\,d\varphi/\pi$, with $|\varphi|<\pi/2$. The projected chord is $d\cos\varphi$, so the flight length is $s=d\cos\varphi/\sin\theta$ and the axial step is $\Delta z=d\cos\varphi\cot\theta$. Their averages are
\begin{align}
\langle s\rangle&=\frac d\pi\int_0^\pi\sin\theta\,d\theta
\int_{-\pi/2}^{\pi/2}\cos^2\varphi\,d\varphi
=\frac d\pi\cdot2\cdot\frac\pi2=d,\\
\langle\Delta z^2\rangle&=\frac{d^2}{\pi}\int_0^\pi\cos^2\theta\,d\theta
\int_{-\pi/2}^{\pi/2}\cos^3\varphi\,d\varphi
=\frac{d^2}{\pi}\cdot\frac\pi2\cdot\frac43=\frac{2d^2}{3}.
\end{align}
The mean flight time is $\langle\tau\rangle=\langle s\rangle\langle1/v\rangle=d/\bar v$, using the flux-weighted mean again. Steps average to zero and are independent, because cosine emission has no memory. After a long time $t$ there have been about $t/\langle\tau\rangle$ steps, so $\langle z^2\rangle=2D_Kt$ gives
\begin{equation}
D_K=\frac{\langle\Delta z^2\rangle}{2\langle\tau\rangle}
=\frac{2d^2/3}{2d/\bar v}=\frac{d\bar v}{3}.
\end{equation}
This route uses neither a density gradient nor a conductance.

\section{The openings}

\textbf{Q:} A real tube ends. Near the mouth, some rays come from the reservoir and not from your straight line.

\textbf{A:} Consider a section at distance $X\gg d$ from the inlet. Rays with small $\theta$ and $\rho/\theta>X$ start in the reservoir, where the density no longer rises along the line. The density they lack is $|g|(\rho/\theta-X)$. With the weight $\cos\theta\sin\theta\simeq\theta$, the loss in the angular integral is
\begin{equation}
|g|\int_0^{\rho/X}(\rho-X\theta)\,d\theta=|g|\frac{\rho^2}{2X},
\end{equation}
to be compared with the full value $|g|\rho\pi/2$. Over the section, $\int\rho^2dA=\int(c^3/3)\,dy=\pi a^4=\pi d^4/16$. The relative loss of current is
\begin{equation}
\frac{(\pi d^4/16)/(2X)}{(\pi/2)(d^3/3)}=\frac{3d}{16X}.
\end{equation}
To carry the same current, the local gradient must be steeper by this fraction. By (\ref{W}) each length $dX$ contributes $3\,dX/(4d)$ to $1/W$. Integrating the extra fraction for two openings gives, to leading logarithmic order,
\begin{equation}
\frac1W\simeq\frac{3L}{4d}+\frac{9}{32}\ln\frac Ld+\text{constant}.
\label{ends}
\end{equation}
The constant comes from the region near the mouths, which this estimate does not resolve. Divided by $L$, the end terms vanish as $L/d\to\infty$.

\textbf{Q:} Does the finite tube bear that out?

\textbf{A:} Divide its wall into rings and balance the molecules exchanged among rings and openings. The resulting $W$ is 0.820 of $4d/(3L)$ at $L/d=10$, 0.948 at 50 and 0.991 at 400. Subtracting $3L/(4d)$ from $1/W$ leaves 2.06 at $L/d=50$ and about 2.64 at 400. Before rounding, the rise is 0.57, close to the asymptotic $(9/32)\ln8=0.58$ from (\ref{ends}). In the middle of the longest tube, current divided by local gradient gives $D_K=0.3329\,d\bar v$ with rings of width $d/20$, and $0.3327\,d\bar v$ in the limit of fine rings. This is 0.19\% below the derived value, the loss $2\times3d/(16X)$ expected from two openings at $X=200d$.

The ring calculation was itself tested at $L/d=5$ by following 300,000 particles in three dimensions. It gives $W=0.1909$; the particles give 0.1918, with a sampling error of about 0.0007.

\section{A contact hole}

\textbf{Q:} Put in numbers from a plasma process.

\textbf{A:} Consider neutral fluorine atoms entering a contact hole in silicon oxide during fluorocarbon plasma etching. Rough typical values are $d=100$ nm, $L=5\,\mu$m, $T=350$ K and a total pressure of 20 mTorr, of which 2 mTorr is taken to be atomic fluorine. With $m=3.155\times10^{-26}$ kg,
\begin{align}
\bar v&=\sqrt{\frac{8k(350\ \mathrm K)}{\pi m}}=625\ \mathrm{m/s},\\
D_K&=\frac{(10^{-7}\ \mathrm m)(624.6\ \mathrm{m/s})}{3}
=2.08\times10^{-5}\ \mathrm{m^2/s}=0.208\ \mathrm{cm^2/s}.
\end{align}
The conductance is $D_KA/L=3.27\times10^{-8}$ cm$^3$/s. The fluorine density at the mouth is $p/(kT)=5.52\times10^{13}$ cm$^{-3}$, and the entering flux $n\bar v/4$ is $8.62\times10^{17}$ cm$^{-2}$s$^{-1}$.

Suppose first that the bottom consumes every atom that reaches it. The long-tube law gives $W=4/(3\times50)=0.0267$ and a bottom flux of $2.30\times10^{16}$ cm$^{-2}$s$^{-1}$. The finite tube gives $W=0.0253$ and $2.18\times10^{16}$ cm$^{-2}$s$^{-1}$, so the simple law is 5.5\% too high relative to it. Direct flight contributes little: a distant disc of area $A$ receives a fraction $A/(\pi L^2)=d^2/(4L^2)=10^{-4}$ of the entering atoms. Nearly all that arrive have touched the sidewall.

\textbf{Q:} Could gas collisions still matter on so long a zigzag path?

\textbf{A:} For equal hard spheres of assumed diameter 0.4 nm, the mean free path at the mouth is 2.5 mm, about 25,000 hole diameters. On the diffusive time scale $L^2/(2D_K)=0.60\,\mu$s, an atom flies about 0.375 mm. A gas collision during that time is therefore possible, but it interrupts just one of thousands of flights. With $\lambda$ the mean free path, the fraction of flights interrupted is about $\langle s\rangle/\lambda=d/\lambda\approx4\times10^{-5}$. Long axial flights are interrupted more often and weigh more in $D_K$, but no flight inside the hole is much longer than $L$, so even for these the chance is only about $L/\lambda\approx0.002$. The effect on the transport is therefore well below one per cent. Etch products raise the density inside, but even ten times the mouth pressure would leave $\lambda/d$ near 2500.

\section{Where the simple law gives way}

\textbf{Q:} Suppose some molecules bounce off the wall like light from a mirror.

\textbf{A:} Let a fraction $f$ of wall contacts be diffuse and the rest specular. A ray traced back through $k$ specular reflections keeps its $\theta$, and each reflection adds another chord of the same length $c$. Its projected path is $\rho+kc$, with probability $f(1-f)^k$. In (\ref{chord}), $c^2/2$ becomes $c^2(1+2k)/2$, so the current is multiplied by
\begin{equation}
\sum_{k=0}^\infty f(1-f)^k(1+2k)=1+\frac{2(1-f)}{f}=\frac{2-f}{f}.
\end{equation}
The symmetry argument for the linear profile still holds. Tracing random rays at $f=0.8$ gives a factor 1.501, against 1.5 from the formula. An illustrative $f=0.9$ would raise $D_K$ by 22\%. As $f\to0$ the flights never lose their memory and $D_K$ diverges.

\textbf{Q:} And if the sidewall consumes atoms?

\textbf{A:} Let each contact remove an atom with small probability $s$. Per unit length, the wall removes $\pi d\,s\,n\bar v/4$. In steady state this equals $D_KA\,n''$, hence
\begin{equation}
D_Kn''=\frac{s\bar v}{d}n,\qquad
n''=\frac{3s}{d^2}n=\frac{n}{\ell^2},\qquad
\ell=\frac{d}{\sqrt{3s}}.
\end{equation}
With $n(0)=n_1$ and $n(L)=0$, the solution is $n=n_1\sinh[(L-z)/\ell]/\sinh(L/\ell)$. The bottom flux is $-D_Kn'(L)=D_Kn_1/[\ell\sinh(L/\ell)]$. Relative to the lossless value $D_Kn_1/L$ it is $x/\sinh x$, with $x=L/\ell$. For an illustrative $s=10^{-4}$, $\ell=5.8\,\mu$m and the ratio is 0.885; the finite-tube calculation gives 0.876.

\textbf{Q:} Your perfectly consuming bottom is also generous.

\textbf{A:} Let it react with probability $b$ and otherwise re-emit diffusely and uniformly. With lossless sidewalls, a re-emitted atom escapes with probability $W$ and returns with probability $1-W$. Summing over returns, the consumed fraction of entering atoms is
\begin{equation}
Wb\sum_{k=0}^{\infty}[(1-b)(1-W)]^k=\frac{Wb}{b+W-bW}.
\end{equation}
For $b=0.1$ and $W=0.0253$, this is 0.81 of the value for $b=1$. The loss is modest because an atom sent back from the bottom of a deep hole will probably return.

\textbf{Q:} Which of these assumptions would worry you most in a real etch?

\textbf{A:} The inert sidewall. The dimensions and pressures above are of a realistic order, but $s$, $b$ and $f$ are illustrative and depend on the species and the surface. A radical with $s=10^{-2}$ would have $\ell=0.58\,\mu$m, one tenth of the value above, and the sidewall would remove nearly all of the supply that an inert wall lets through to the bottom. The small remainder is larger than $x/\sinh x$ predicts, because at a depth of many $\ell$ rare long flights carry more atoms than diffusion does. Real holes may also taper, and ions and fast directed neutrals do not obey the cosine law at entry. The calculation therefore estimates the supply of thermal neutrals, not an etch rate.

\textbf{Q:} May I use the same coefficient in a long trench?

\textbf{A:} No. Between endless parallel walls, a ray at in-plane angle $\varphi$ to the walls has $\rho\propto1/|\sin\varphi|$, and $\int\rho\,d\varphi$ diverges logarithmically at $\varphi=0$. Very long flights along the trench then matter, and its finite depth or length must enter the answer. The circular tube has a local diffusivity because its projected flights cannot exceed $d$. The numerical output below lists the main values used here.

\section*{Calculated quantities}
\begin{verbatim}
TESTS (d = 1, vbar = 1)
section current / gradient, quadrature: 0.26180
pi/12: 0.26180
mean square axial step: 0.66667 d^2
mean chord: 1.00000 d
D from random flights: 0.33333 d vbar
D ratio, 80% diffuse wall, traced: 1.501
D ratio, 80% diffuse wall, formula: 1.500
L/d=5, W: zone 0.1909, particles 0.1918
L/d=5, side loss 0.02, bottom reaction 0.1:
  zone 0.0366, particles 0.0361
L/d=10: W = 0.109321, W/(4d/3L) = 0.8199
L/d=50: W = 0.025276, W/(4d/3L) = 0.9479
L/d=200: W = 0.006560, W/(4d/3L) = 0.9840
L/d=400: W = 0.003304, W/(4d/3L) = 0.9913
added 1/W per diameter, L/d 200 to 400: 0.75096
local D at middle, L/d=400: 0.33292 d vbar
side loss 2e-06, L/d=400, bottom flux ratio:
  zone 0.8544, x/sinh x 0.8563
EXAMPLE: F atoms in an oxide contact hole
diameter: 100 nm
length: 5.0 um, L/d = 50
temperature: 350 K
total pressure: 20 mTorr
F partial pressure: 2 mTorr
F atom mass: 3.1547e-26 kg
mean speed: 624.6 m/s
D_K: 0.2082 cm^2/s = 2.082e-05 m^2/s
conductance, long-tube law: 3.270e-08 cm^3/s
F density at mouth: 5.518e+13 cm^-3
F flux at mouth: 8.616e+17 cm^-2 s^-1
W, long-tube law: 0.02667
W, finite tube: 0.02528
bottom flux, long-tube law: 2.298e+16 cm^-2 s^-1
bottom flux, finite tube: 2.178e+16 cm^-2 s^-1
NEGLECTED EFFECTS
long-tube law too high by: 5.5 %
collision diameter assumed: 0.4 nm
mean free path: 2.55 mm
mean free path / diameter: 2.55e+04
time L^2/(2 D_K): 0.600 us
path flown in that time: 0.375 mm
D factor for diffuse fraction 0.9: 1.222
side loss 1e-04: decay length 5.77 um
  bottom flux ratio, zone: 0.8760
  bottom flux ratio, x/sinh x: 0.8851
bottom reaction 0.1: consumed flux ratio 0.8147
\end{verbatim}
